# Thickness of a Buried Amorphous Layer from a Gaussian Damage Profile, part 2

Ions implanted into crystalline silicon with fluence $\Phi$ can turn a buried layer amorphous; the question is how thick it becomes. The model assumes a uniform beam, linear addition of damage, no recovery, and a critical density and profile shape that stay fixed. At depth $x$, measured from the surface, one ion deposits the damage energy $F(x)$ per unit depth:

$$
F(x)=\frac{\nu}{\sqrt{2\pi}\,s}\exp\!\left[-\frac{(x-x_d)^2}{2s^2}\right]. \tag{4}
$$

Here $x_d$ is the peak depth, $s$ the standard deviation and $\nu$ the damage energy per ion, counted as the full area of the Gaussian, including the part outside the target. The energy density is $D=\Phi F$, and material is amorphous where $D\ge E_c$. This first happens at the threshold fluence $\Phi_c=\sqrt{2\pi}\,sE_c/\nu$. Above it, the edges $\Phi F=E_c$ lie at $x_d\pm h$, with $h=s\sqrt{2\ln(\Phi/\Phi_c)}$. While the layer is buried, its thickness is $w=2h$:

$$
w=2s\sqrt{2\ln\frac{\Phi}{\Phi_c}},\qquad \Phi_c<\Phi<\Phi_s. \tag{1}
$$

The front edge stays below the surface if

$$
2s^2\ln\frac{\Phi}{\Phi_c}<x_d^2
\quad\Longrightarrow\quad
\Phi<\Phi_c\exp\!\left(\frac{x_d^2}{2s^2}\right)=\Phi_s. \tag{9}
$$

At fixed $s$ and $\Phi_c$, the thickness responds to fluence as

$$
w^2=8s^2\ln\frac{\Phi}{\Phi_c}
\quad\Longrightarrow\quad
2w\frac{dw}{d\ln\Phi}=8s^2
\quad\Longrightarrow\quad
\frac{dw}{d\ln\Phi}=\frac{4s^2}{w}. \tag{14}
$$

The example has $x_d=100$ nm, $s=45$ nm, $\nu=60$ keV, $E_c=500$ eV/nm$^3$, $\Phi=3.00\times10^{14}$ cm$^{-2}$ and a rough atomic density of 50 nm$^{-3}$; 1 nm$^{-2}$ equals $10^{14}$ cm$^{-2}$. It gives $\Phi_c=9.40\times10^{13}$ cm$^{-2}$, $w=137$ nm, $dw/d\ln\Phi=59$ nm and $\Phi_s/\Phi_c\approx12$. The fraction of the Gaussian outside the target is

$$
q_0=\frac12\operatorname{erfc}\frac{x_d}{\sqrt2\,s}=1.3\,\%. \tag{17}
$$

The wafer is at 77 K. The ion flux is $J=1.0\times10^{12}$ cm$^{-2}$ s$^{-1}$, so the implant lasts $t=\Phi/J=300$ s.

### Partial amorphization

A sharp change at $E_c$ is an idealization. Suppose instead that the amorphous fraction $f$ of the material rises continuously with the deposited energy density, $f=g(D)$, where $g$ is strictly increasing and is the same function at every depth. Choose a fraction $f_*$ that $g$ attains, and let $D_*$ be the density for which $g(D_*)=f_*$. Because $g$ is increasing,

$$
f(x)\ge f_*\quad\Longleftrightarrow\quad \Phi F(x)\ge D_*. \tag{19}
$$

This is the old criterion with $E_c$ replaced by $D_*$. The derivation of (1) applies without further change:

$$
w_*=2s\sqrt{2\ln\frac{\Phi}{\Phi_{c*}}},\qquad
\Phi_{c*}=\frac{\sqrt{2\pi}\,s\,D_*}{\nu}. \tag{20}
$$

It holds while that contour is buried. The logarithmic law thus does not require a sharp transition, nor does it require the amorphous fraction to be proportional to the damage energy. For a Gaussian profile, it is enough that the amorphous fraction rises with the product $\Phi F(x)$ and depends on fluence and depth only through it. A measured thickness must be accompanied by the fraction at which the edge was drawn, because each fraction has its own threshold.

A two-hit model shows how large the effect can be. Let a small region become amorphous when it has been hit at least twice, and let the hits be independent with mean number $y$. Poisson statistics give the probability $e^{-y}$ for no hit and $ye^{-y}$ for one hit. Hence

$$
f=1-(1+y)e^{-y},\qquad
\frac{df}{dy}=-e^{-y}+(1+y)e^{-y}=ye^{-y}>0. \tag{21}
$$

The mean number of hits is taken proportional to $D$, with the factor chosen so that $f=0.5$ at $D=E_c$. If $y_f$ is the solution of (21) for a given fraction, then $D_*=E_c\,y_f/y_{0.5}$, and (20) gives

$$
w_f=2s\sqrt{2\ln\!\left(\frac{\Phi}{\Phi_c}\frac{y_{0.5}}{y_f}\right)}. \tag{22}
$$

Equation (21) has to be solved for $y_f$ by a numerical root search. For the example, the thickness is 193 nm at the 10 % contour, 137 nm at the 50 % contour and 72 nm at the 90 % contour. Each edge is therefore spread over $(193.4-72.0)/2=61$ nm between the 10 % and 90 % contours. The outermost contour remains buried, since its half-thickness of 97 nm is less than $x_d$.

The size of this spread reflects the gentle slope of the damage profile. From $\ln D=\text{constant}-(x-x_d)^2/(2s^2)$, the slope at the back edge is

$$
\left.\frac{d\ln D}{dx}\right|_{x_d+h}=-\frac{h}{s^2}=-\frac{w}{2s^2}. \tag{23}
$$

If this slope stayed constant, $D$ would fall by a factor $e$ over $2s^2/w=4050/137.11=30$ nm. A transition that needs a large relative change in $D$ therefore occupies tens of nanometres. A sharper function $g$ gives a narrower edge. The two-hit value is an estimate for one such function, and it is not a prediction for a particular wafer.

### Recovery during the implant

Displaced atoms can return to crystal sites while the beam is on. The simplest description lets the stored damage decay at a rate proportional to its amount, with a lifetime $\tau$ that is the same at every depth:

$$
\frac{\partial D}{\partial t}=JF(x)-\frac{D}{\tau},\qquad D(x,0)=0. \tag{24}
$$

Now $D$ denotes the damage energy density that has not yet been removed by recovery. Multiply by $e^{t/\tau}$. The two terms with $D$ combine into the derivative of a product, which can be integrated from zero to $t$:

$$
\frac{\partial}{\partial t}\left(De^{t/\tau}\right)=JFe^{t/\tau}
\quad\Longrightarrow\quad
De^{t/\tau}=J\tau F\left(e^{t/\tau}-1\right). \tag{25}
$$

Multiplication by $e^{-t/\tau}$ gives

$$
D(x,t)=\Phi_{\rm eff}F(x),\qquad
\Phi_{\rm eff}=J\tau\left(1-e^{-t/\tau}\right). \tag{26}
$$

The spatial profile is still the same Gaussian. All formulas for the thickness and the surface limit therefore survive with $\Phi$ replaced by $\Phi_{\rm eff}$. Amorphous material is taken to be stable once formed. This does not alter the final edges: at constant flux $D$ rises steadily, so a point that has crossed $E_c$ would remain above it in (26) anyway.

For $t\ll\tau$, the expansion $1-e^{-t/\tau}\approx t/\tau$ gives $\Phi_{\rm eff}\approx Jt=\Phi$, the case without recovery. For $t\gg\tau$, the effective fluence saturates at $J\tau$. If $J\tau$ is well above $\Phi_c$, further implantation then hardly thickens the layer. If $J\tau$ is only just above $\Phi_c$, the layer may not even have formed after several lifetimes.

Flux now matters even at fixed total fluence. With $t=\Phi/J$ and $u=\Phi/(J\tau)$,

$$
\frac{\Phi_{\rm eff}}{\Phi}=\frac{1-e^{-u}}{u},\qquad
\frac{d}{du}\frac{1-e^{-u}}{u}
=\frac{e^{-u}(1+u-e^u)}{u^2}<0. \tag{27}
$$

The sign follows from $e^u>1+u$ for $u>0$. A higher flux means a smaller $u$, hence a larger effective fluence. Within this model, at fixed fluence and temperature, a faster implant gives a thicker layer once the threshold is passed. The statement does not include the extra heating caused by a stronger beam.

### The temperature limit

Let recovery be thermally activated, with barrier $E_a$ and attempt rate $\nu_0$:

$$
\tau=\frac{1}{\nu_0}\exp\!\left(\frac{E_a}{kT}\right). \tag{28}
$$

Here $k$ is the Boltzmann constant and $T$ the wafer temperature. The symbol $\nu_0$ is a rate and is unrelated to the energy $\nu$. Since $\Phi_{\rm eff}$ approaches $J\tau$ from below, a layer can form in a finite time only if $J\tau>\Phi_c$. Insert (28) and take the logarithm. If $\nu_0\Phi_c/J>1$, this gives

$$
\frac{E_a}{kT}>\ln\frac{\nu_0\Phi_c}{J}
\quad\Longrightarrow\quad
T<T_c=\frac{E_a}{k\ln(\nu_0\Phi_c/J)}. \tag{29}
$$

Being below $T_c$ is not sufficient for an implant of limited length. Setting $\Phi_{\rm eff}=\Phi_c$ in (26) and solving for the time gives the moment of onset:

$$
t_c=-\tau\ln\!\left(1-\frac{\Phi_c}{J\tau}\right). \tag{30}
$$

It grows without limit as $J\tau$ approaches $\Phi_c$ from above.

For an estimate, choose $\nu_0=10^{13}$ s$^{-1}$ and $E_a=0.90$ eV. The argument of the logarithm in (29) is $10^{13}\times9.40\times10^{13}/10^{12}=9.40\times10^{14}$, and $T_c=303$ K. At 300 K the wafer is just below this limit. The lifetime is 131.6 s, so $J\tau=1.316\times10^{14}$ cm$^{-2}$. With $t/\tau=2.28$, (26) gives $\Phi_{\rm eff}=1.18\times10^{14}$ cm$^{-2}$. The layer is then 61 nm thick, less than half its thickness without recovery.

The onset comes after $t_c=165$ s from (30), compared with $\Phi_c/J=94$ s without recovery. Even an unlimited implant at this flux would approach

$$
w_\infty=2\times45\sqrt{2\ln\frac{1.316}{0.940}}\ \text{nm}
\approx74\ \text{nm}. \tag{31}
$$

The result is extremely sensitive to the barrier. With the other inputs fixed at 300 K, a barrier of 0.85 eV gives a lifetime of 19.0 s. Then $J\tau=1.90\times10^{13}$ cm$^{-2}$ lies below $\Phi_c$, and no layer forms. A barrier of 0.95 eV gives 910.5 s, $\Phi_{\rm eff}=2.56\times10^{14}$ cm$^{-2}$ and a thickness of 127 nm. A change of 0.05 eV either way thus decides between no layer and almost the full one. This simple model shows how recovery could matter near room temperature if the barrier is close to 0.9 eV, but it cannot predict the thickness there. The barrier is a chosen value, and decay with a single lifetime leaves out stable defect clusters and growth at an existing amorphous interface. The saturation at $J\tau$ and the fluence-independent limit $T_c$ are properties of (24), not established properties of implanted silicon.

At 77 K and $E_a=0.90$ eV, the ratio $t/\tau$ is of order $10^{-44}$. Such a number means that this process is frozen. It does not exclude other recovery processes with much lower barriers.

### A skewed profile

Real damage profiles need not be symmetric. Let $x_d$ now denote the mean depth of the profile, and let $s$ remain its standard deviation. With $z=(x-x_d)/s$, a small skewness $\gamma$ can be represented to first order by

$$
F(x)=\frac{\nu}{\sqrt{2\pi}\,s}e^{-z^2/2}
\left[1+\frac{\gamma}{6}(z^3-3z)\right]. \tag{32}
$$

The Gaussian averages $\langle z^2\rangle=1$, $\langle z^4\rangle=3$ and $\langle z^6\rangle=15$ show what the correction does. It is odd, so it changes neither the area nor the second moment. The mean of $z$ changes by $(\gamma/6)(3-3)=0$. The third moment becomes $(\gamma/6)(15-9)=\gamma$, as required.

Define $a=\sqrt{2\ln(\Phi/\Phi_c)}$, with $\Phi_c$ the threshold of the symmetric profile. The unperturbed edges are $z=\pm a$. Taking the logarithm of $\Phi F=E_c$ and using $\ln(1+b)\approx b$ for small $b$ gives

$$
-\frac{z^2}{2}+\frac{\gamma}{6}(z^3-3z)=-\frac{a^2}{2}. \tag{33}
$$

Put $z=\sigma a+\delta$, where $\sigma=+1$ at the back edge and $\sigma=-1$ at the front edge. To first order, $z^2=a^2+2\sigma a\delta$. In the term that already contains $\gamma$, $z$ may be replaced by $\sigma a$, and $\sigma^3=\sigma$. Thus

$$
-\sigma a\delta+\frac{\gamma}{6}\sigma(a^3-3a)=0
\quad\Longrightarrow\quad
\delta=\frac{\gamma}{6}(a^2-3). \tag{34}
$$

The sign $\sigma$ cancels. Both edges shift by the same distance $s\delta$, so the layer moves without changing its thickness at this order. The expansion requires the shift to be small compared with the distance of each edge from the centre, and it therefore fails right at threshold.

A reflection argument gives the order of the remaining effect. Reversing the sign of $\gamma$ mirrors the profile about its mean. A buried layer has the same thickness before and after this reflection, so $w$ is an even function of $\gamma$, and its leading change is quadratic.

For $\gamma=0.3$ and $a^2=2.321$, (34) predicts a shift of $45\times0.3\times(2.321-3)/6=-1.5$ nm, towards the surface. A numerical search for the edges of a Pearson type III profile, which is a shifted gamma distribution with the same mean, standard deviation and skewness, also gives $-1.5$ nm. For this profile the thickness falls by 0.8 nm. For the profile (32) itself it falls by 0.5 nm, since the quadratic change depends on the shape beyond the skewness. In this example, moderate skewness matters much less than a diffuse transition or the recovery estimated at 300 K with a barrier of 0.90 eV.

### Smaller corrections

By (17), 1.3 % of the Gaussian lies outside the target. If $\nu$ were defined as the energy retained in the solid, the profile would have to be raised by this fraction to keep its area. The threshold would fall by 1.3 %, and (14) gives a thickness increase of $59\times0.013\approx0.8$ nm.

Sputtering removes surface atoms. With a rough yield of one atom per ion, the lost depth is $3.00\ \text{nm}^{-2}/50\ \text{nm}^{-3}=0.06$ nm. It is negligible here.

Amorphous silicon is slightly less dense than the crystal. A density deficit of roughly 1.8 %, with the number of atoms and the lateral dimensions held fixed, multiplies the layer thickness by $1/(1-0.018)$. The increase is 2.5 nm.

The beam also heats the wafer. If each ion brings in 100 keV, the absorbed power is the flux times this energy, or 16 mW/cm$^2$. With a rough thermal conductance of 5 mW/(cm$^2$ K) to the cooled holder, the steady temperature rise is $16/5=3.2$ K. This leaves the chosen recovery process frozen at 77 K. With the holder at 300 K the same rise slightly exceeds the margin of 2.9 K below the estimated $T_c$, and the model then gives no layer at all. The 61 nm found above assumes that the wafer itself is at 300 K, so good thermal contact matters there.

### The model beside a real implant

The parameters have the order of magnitude expected for a 100 keV silicon implant into cooled crystalline silicon. They are round model values, not a fit to a measured layer, and the damage energy is on the high side. The standard Lindhard–Robinson energy partition gives about 48.8 keV for such an ion. With $s$ and $E_c$ unchanged, this would raise $\Phi_c$ to about $1.16\times10^{14}$ cm$^{-2}$ and reduce the thickness in the example from 137 to about 124 nm. The partition value is itself uncertain: binary-collision cascade estimates leave roughly 40 keV in the target, depending on the electronic stopping used. They also give a broader profile, with a standard deviation of 50 to 60 nm, which at the same $E_c$ raises the threshold to about $2\times10^{14}$ cm$^{-2}$. The shape differs most near the surface, where the entering ion already loses much energy in nuclear collisions. The damage in the first 10 nm is then roughly a third of the peak or more, against a twelfth at the surface of the Gaussian. The buried window $\Phi_s/\Phi_c$ is therefore closer to 3 than to the 12 of the example, and (9) overestimates it. Channeling along crystal axes, which changes the profile and fades as damage builds up, is also left out. A real implant needs its own calculated or measured profile. A threshold near $10^{14}$ cm$^{-2}$ is a reasonable order of magnitude for such a cold implant, while lighter ions generally need a larger fluence. The absence of recovery is an assumption that can fail badly in a warm wafer. At 300 K, the estimates above move the thickness from 137 nm to between zero and 127 nm for barriers from 0.85 to 0.95 eV. Even in a cold wafer, the effective $E_c$ and the sharpness of the transition remain uncertain: a 20 % change in $E_c$ moves the thickness by 11 to 13 nm, and the two-hit estimate spreads each edge over about 60 nm. The model also gives the surface no special role in starting or stopping amorphization, an effect not sized here.

For a cold implant with a known profile and threshold, (1) can be inverted to choose the fluence for a desired buried thickness:

$$
\Phi=\Phi_c\exp\!\left(\frac{w^2}{8s^2}\right),\qquad w<2x_d. \tag{35}
$$

The exponent shows the cost of thick layers at fixed ion energy. If the desired thickness approaches $2x_d$, the front edge approaches the surface, and the crystalline cap needed to keep the layer buried disappears. A deeper profile then serves better than more fluence, provided that its new values of $x_d$, $s$ and $\nu$ are used.
